# Bell's tunnelling correction for a parabolic barrier and its divergence temperature

## The decision

Suppose a calculation of a migration barrier has delivered two numbers at the saddle point: the barrier height $V_0$ and the curvature along the path, expressed as a frequency $\omega$. For a light atom one must then decide whether the classical hop rate can be multiplied by a correction built from $\omega$ alone, or whether the whole barrier profile is needed. Bell's factor is a correction built from $\omega$ alone. It diverges at a finite temperature and is already unreliable somewhat above it; how far above is worked out below.

## Model and result

A particle of mass $m$ moves in one dimension, without friction, over

$$V(x)=V_0-\tfrac12 m\omega^2x^2 .$$

Particles arrive from the left in thermal equilibrium at temperature $T$. Let $\beta=1/(k_BT)$ and $u=\beta\hbar\omega$. The ratio $\kappa$ of the quantum to the classical passage rate is

$$\kappa=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .$$

It diverges when $u$ reaches $2\pi$, at

$$T_c=\frac{\hbar\omega}{2\pi k_B}.$$

## Solving the wave equation

Set $q=x\sqrt{m\omega/\hbar}$ and $\varepsilon=(E-V_0)/\hbar\omega$. Dividing the Schrödinger equation by $\hbar\omega$ gives $-\frac12\psi''-\frac12q^2\psi=\varepsilon\psi$, or

$$\psi''+(q^2+2\varepsilon)\psi=0 .$$

Write $\psi=e^{iq^2/2}f$. Then $\psi''=e^{iq^2/2}(f''+2iqf'+if-q^2f)$, and the terms in $q^2f$ cancel:

$$f''+2iqf'+(i+2\varepsilon)f=0 .$$

The coefficients are at most linear in $q$, so an integral $f=\int_0^\infty g(s)e^{isq}\,ds$ leads to a first-order equation for $g$. The first term gives $f''=-\int s^2g\,e^{isq}ds$. In the second, use $qe^{isq}=-i\,\partial_se^{isq}$ and integrate by parts:

$$2iqf'=-2\int sg\,q\,e^{isq}ds=2i\int sg\,\partial_se^{isq}ds=-2i\int(sg)'e^{isq}ds .$$

The boundary terms are dropped here and checked below. The equation for $f$ holds if

$$-s^2g-2i(g+sg')+(i+2\varepsilon)g=0
\;\Rightarrow\;
\frac{g'}{g}=\frac{is}{2}-\frac1{2s}-\frac{i\varepsilon}{s}.$$

Hence, with $z=\frac12-i\varepsilon$,

$$g=s^{z-1}e^{is^2/4}.$$

At $s=0$ the boundary term $sg$ vanishes as $s^{1/2}$. At the far end take the contour along $s=e^{i\pi/4}t$, where $e^{is^2/4}=e^{-t^2/4}$ overcomes the at most exponential growth of $e^{isq}$. Both boundary terms therefore vanish.

## Reading off the waves

**Right side, $q\to+\infty$.** Turn the contour to $s=i\tau$, where $e^{isq}=e^{-q\tau}$:

$$f=i^z\int_0^\infty\tau^{z-1}e^{-i\tau^2/4}e^{-q\tau}d\tau\;\to\;e^{i\pi z/2}\,\Gamma(z)\,q^{-z}.$$

The last step holds because $\tau$ is of order $1/q$, so that $e^{-i\tau^2/4}\to1$. The wave $\psi$ has phase $q^2/2$ and local wave number $q>0$: it moves to the right.

**Left side, $q=-r$ with $r\to\infty$.** The exponent is $i\varphi$ with

$$\varphi=\frac{s^2}{4}-rs=-r^2+\frac{(s-2r)^2}{4}.$$

Let the contour run from $0$ down the imaginary axis to $-2ir$, then along the straight line $s=2r+e^{i\pi/4}t$ through the stationary point $2r$. On the first piece $s=-i\tau$ and $e^{-isr}=e^{-r\tau}$, which gives

$$e^{-i\pi z/2}\,\Gamma(z)\,r^{-z}.$$

On the second piece $e^{i\varphi}=e^{-ir^2}e^{-t^2/4}$. The slowly varying factor $s^{z-1}$ is taken at $s=2r$, and the Gaussian integral is $2\sqrt\pi$:

$$(2r)^{z-1}\,2\sqrt\pi\,e^{i\pi/4}e^{-ir^2}.$$

After multiplication by $e^{ir^2/2}$ the first contribution has phase $+q^2/2$ and wave number $q<0$: it is the reflected wave. The second has phase $-q^2/2$ and wave number $-q>0$: it is the incident wave.

The scaled flux of each wave is its squared amplitude times $|q|$. With $|e^{\pm i\pi z/2}|^2=e^{\pm\pi\varepsilon}$, $|r^{-z}|^2=1/r$ and $|(2r)^{z-1}|^2=1/(2r)$,

- incident: $4\pi/2=2\pi$;
- transmitted: $|\Gamma(z)|^2e^{\pi\varepsilon}$;
- reflected: $|\Gamma(z)|^2e^{-\pi\varepsilon}$.

Let $P$ and $R$ be the transmitted and reflected fractions. Their ratio is $P/R=e^{2\pi\varepsilon}$. The net flux $\mathrm{Im}(\psi^*\psi')$ does not depend on $q$, because $\varepsilon$ is real, so $P+R=1$. Therefore

$$P(E)=\frac1{1+e^{-2\pi\varepsilon}}=\frac{1}{1+e^{2\pi(V_0-E)/\hbar\omega}} .$$

At the top of the barrier half the particles pass. Far below it, $P\approx e^{-2\pi(V_0-E)/\hbar\omega}$: the logarithm of the transmission falls linearly with depth. Direct numerical integration of the wave equation at $\varepsilon=-0.5,-0.2,0,0.3,0.8$ agrees with this formula to a relative error of at most $3.0\times10^{-5}$.

## The thermal average

In a length $L$ the right-moving states with wave numbers in $dk$ number $L\,dk/2\pi$. Each carries density $1/L$ and velocity $dE/(\hbar\,dk)$. The arrival rate is therefore $dE/(2\pi\hbar)$, weighted with the occupation $e^{-\beta E}/Q$, where $Q$ is the reactant partition function:

$$k=\frac1{2\pi\hbar Q}\int P(E)e^{-\beta E}dE .$$

Classically $P$ is a step at $V_0$, so

$$k_{cl}=\frac{1}{2\pi\hbar Q}\,\frac{e^{-\beta V_0}}{\beta}.$$

With the same $Q$ in both rates and the lower energy limit moved to $-\infty$, which is Bell's idealization,

$$\kappa=\beta\int_{-\infty}^{\infty}P\,e^{-\beta(E-V_0)}dE
=u\int_{-\infty}^{\infty}\frac{e^{-u\varepsilon}}{1+e^{-2\pi\varepsilon}}d\varepsilon .$$

Put $y=2\pi\varepsilon$ and $a=u/2\pi=T_c/T$:

$$\kappa=a\,I,\qquad I=\int_{-\infty}^{\infty}F(y)\,dy,\qquad F(y)=\frac{e^{-ay}}{1+e^{-y}} .$$

For $y\to+\infty$, $F\approx e^{-ay}$, which requires $a>0$. For $y\to-\infty$, $F\approx e^{(1-a)y}$, which requires $a<1$.

Within these limits, integrate $F$ around the rectangle between the real axis and the line $\mathrm{Im}\,y=2\pi$. The vertical sides vanish by the same two estimates. On the upper side $F(y+2\pi i)=e^{-2\pi ia}F(y)$, traversed backwards. The one enclosed pole is at $y=i\pi$, where the derivative of $1+e^{-y}$ is $-e^{-i\pi}=1$, so the residue is $e^{-i\pi a}$. Thus

$$(1-e^{-2\pi ia})I=2\pi i\,e^{-i\pi a}
\;\Rightarrow\;
I=\frac{2\pi i}{e^{i\pi a}-e^{-i\pi a}}=\frac{\pi}{\sin\pi a}.$$

Since $\pi a=u/2$, this is Bell's result. At high temperature, $v/\sin v\approx1+v^2/6$ with $v=u/2$ gives $\kappa\approx1+u^2/24$.

## What happens at the divergence

Going down in energy, the Boltzmann population grows as $e^{-ay}$ while transmission falls as $e^{y}$. At $a=1$ the two rates are equal, and every energy interval deep below the top contributes equally. The parabola has no lowest energy, so the sum is infinite. Just above $T_c$, $\sin\pi a=\sin\pi(1-a)\approx\pi(1-a)$, hence

$$\kappa\approx\frac{a}{1-a}=\frac{T_c}{T-T_c}.$$

The energy that contributes most follows from setting the derivative of $\ln F$ to zero:

$$-a+\frac1{e^y+1}=0\;\Rightarrow\;y^*=\ln\frac{1-a}{a},$$

$$E^*-V_0=k_BT_c\,\ln\!\left(\frac{T}{T_c}-1\right).$$

At $T=2T_c$ it lies at the top. As $T\to T_c$ it sinks without limit, but only logarithmically. The tail below the peak reaches much deeper: the mean of $y$ under the weight $F$ is $-d\ln I/da=\pi\cot\pi a\approx-1/(1-a)$. Near $T_c$ most of the integral therefore comes from energies far outside the region where a real barrier resembles a parabola.

Below $T_c$ the integral remains infinite. The closed formula returns finite numbers there, negative for $1<a<2$, but they are not rate ratios. Its further poles at $a=2,3,\dots$ lie outside the range of the derivation.

## A barrier with a floor

Let the reactants have a lowest energy a height $V_0$ below the top, and keep the parabolic $P(E)$ above it. With $\Lambda=2\pi V_0/\hbar\omega$ the factor becomes

$$\kappa_\Lambda=a\int_{-\Lambda}^{\infty}\frac{e^{-ay}}{1+e^{-y}}dy,$$

which is finite for every $T>0$. At $a=1$ the integrand is $-\frac{d}{dy}\ln(1+e^{-y})$, so

$$\kappa_\Lambda(T_c)=\ln(1+e^\Lambda)\approx\Lambda\quad(\Lambda\gg1).$$

Above $T_c$ the floor removes the tail below $-\Lambda$, where $F\approx e^{(1-a)y}$:

$$\kappa_\Lambda\approx\frac{\pi a}{\sin\pi a}-\frac{a}{1-a}e^{-(1-a)\Lambda}.$$

Near $T_c$ the first term is about $a/(1-a)$, so the relative loss is about $e^{-(1-a)\Lambda}$. Bell's factor can thus be trusted against the floor when

$$\frac{T-T_c}{T}\gg\frac{\hbar\omega}{2\pi V_0}.$$

Being above $T_c$ is not enough.

The two-term expression also explains the negative values. The integral $\kappa_\Lambda$ is analytic in $a$ for all $a>0$, so the expression continues through $a=1$, where the poles of its two terms cancel. For $1<a<2$ the second term is positive and grows as $e^{(a-1)\Lambda}$, so Bell's negative number is one part of the positive $\kappa_\Lambda$. Two terms suffice only for $\Lambda\gg1$ and $a$ not close to 2: the next term of the tail, $+\frac{a}{2-a}e^{-(2-a)\Lambda}$, is needed to cancel Bell's pole at $a=2$.

## Example: a hydrogen hop in chromium

Hydrogen in bcc chromium is taken to hop between neighbouring tetrahedral sites, with rough parameters $V_0=0.20$ eV and $d=0.10$ nm. The profile is $V=V_0\cos^2(\pi x/d)$. Near the top $V\approx V_0(1-\pi^2x^2/d^2)$, and comparison with the parabola gives

$$\omega=\frac{\pi}{d}\sqrt{\frac{2V_0}{m}}=1.944\times10^{14}\ \text{rad/s},\qquad \hbar\omega=0.1280\ \text{eV}$$

for $m=1.0078$ u. Then $k_BT_c=0.1280/2\pi=0.0204$ eV, so $T_c=236$ K, and $\Lambda=2\pi(0.20)/0.1280=9.82$.

The column "cosine" comes from solving the wave equation for one cosine barrier between flat regions at zero energy. "Floor" is $\kappa_\Lambda$.

| $T$ (K) | Bell | $1+u^2/24$ | floor | cosine |
|---|---|---|---|---|
| 600 | 1.310 | 1.255 | 1.308 | 1.327 |
| 400 | 1.934 | 1.574 | 1.908 | 1.888 |
| 300 | 4.002 | 2.021 | 3.540 | 3.254 |
| 250 | 17.38 | 2.470 | 7.269 | 5.990 |

At 300 K, $a=236.3/300=0.788$, and the floor removes about $3.71\,e^{-0.212\times9.82}\approx0.46$ from 4.00, as the table shows. The dominant energy in Bell's integral is 0.027 eV below the top. At 250 K it is 0.058 eV below, and Bell's factor is nearly three times the cosine value. At $T_c$ the floor and cosine factors are 9.82 and 7.71, both finite.

At 200 K Bell's formula gives $-6.87$. Here $a=1.18$, and the second term of the floor expression adds about $38.7$, for a total near $31.8$; quadrature gives 31.86. The cosine barrier gives 20.7.

The cosine barrier is nowhere lower than the parabola, because $\sin^2\theta\le\theta^2$. At $E=V_0/4$ the semiclassical exponent $2\int\sqrt{2m(V-E)}\,dx/\hbar$ is 8.40 for the cosine and 7.37 for the parabola. This thicker foot is consistent with the smaller cosine factors at low temperature. At 600 K, however, the cosine factor slightly exceeds Bell's. A higher potential with the same top therefore does not imply a smaller thermal factor; the cause of this small excess is not isolated here.

For the hop rate, the classical harmonic well has $Q=k_BT/\hbar\omega$, since the bottom of the cosine has the same curvature magnitude as its top. Then $k_{cl}=(\omega/2\pi)e^{-\beta V_0}=1.35\times10^{10}$ s$^{-1}$ in one direction at 300 K. Bell's factor raises it to $5.4\times10^{10}$ s$^{-1}$; the cosine factor would give $4.4\times10^{10}$ s$^{-1}$.

## How far the real case departs from the model

One large neglected effect is quantization of the initial well. Replacing the classical $Q$ by $1/[2\sinh(u/2)]$, with energies measured from the well bottom, multiplies the 300 K rate by 2.4. This harmonic estimate is too high for a cosine well only about 1.6 quanta deep, whose levels lie closer together than harmonic ones. It gives a rough size, not a correction to apply. Raising the floor to the harmonic zero-point level, 0.064 eV, lowers $\kappa_\Lambda(T_c)$ from 9.8 to 6.7. Classical anharmonicity of the well changes the rate by a factor of 0.96.

Three further estimates use assumed inputs; only the host mass of 52 u is chromium's own:

- If two transverse vibrations stiffen from 0.12 eV in the well to 0.15 eV at the saddle, their quantum correction multiplies the 300 K rate by 0.48, in addition to the classical factor $(0.12/0.15)^2=0.64$ from the same stiffening. The quantum correction alone can offset much of the well factor.
- A friction rate of $5\times10^{12}$ s$^{-1}$ lowers the classical growth rate of a displacement from the barrier top by 1.3 per cent.
- If one host atom of mass 52 u moves by 0.05 of the hydrogen displacement, the effective mass grows by $52\times0.05^2=0.13$ u. Because $T_c\propto m^{-1/2}$ at fixed $V_0$ and $d$, it falls from 236 to 222 K.

In a real chromium layer, defects can also trap hydrogen. This alters long-range diffusion and lies outside a model of one hop. The height and length are rough too: at fixed $d$ and $m$, $T_c\propto\sqrt{V_0}$, so halving the barrier would bring $T_c$ to about 167 K.

For these parameters, Bell's factor agrees with the cosine result to within about 3 per cent at 400 and 600 K. At 300 K it is 23 per cent above the cosine value, and by 250 K the barrier profile is needed. These temperatures belong to this height and this shape: they move with $T_c$ and $\Lambda$, and another profile with the same $V_0$ and $\omega$ gives other percentages. They compare transmission factors of frictionless one-dimensional barriers and are not error bars on the hop rate in chromium, where the well and transverse factors above can be larger. The complete set of values is in the numerical output below.

## Computed values

```
Largest relative error, parabola transmission: 3.0e-05
Barrier height V0: 0.20 eV
Hop length d: 0.10 nm
Hydrogen mass: 1.0078 u
Barrier angular frequency: 1.9441e+14 rad/s
Barrier quantum hbar*omega: 0.1280 eV
Divergence temperature Tc: 236.3 K
Twice Tc (dominant energy at top): 472.7 K
Scaled barrier height 2 pi V0/(hbar omega): 9.820 (no unit)
Factors kappa (no unit): Bell, 1+u^2/24, floor-cut, cosine barrier
T=600 K, u=2.475: Bell 1.310, series 1.255, floor 1.308, cosine 1.327
T=400 K, u=3.712: Bell 1.934, series 1.574, floor 1.908, cosine 1.888
T=300 K, u=4.950: Bell 4.002, series 2.021, floor 3.540, cosine 3.254
T=250 K, u=5.940: Bell 17.382, series 2.470, floor 7.269, cosine 5.990
At Tc, floor-cut kappa: 9.820 (no unit)
At Tc, cosine kappa: 7.709 (no unit)
At 200 K, meaningless Bell formula: -6.871 (no unit)
At 200 K, floor-cut kappa: 31.859 (no unit)
At 200 K, cosine kappa: 20.745 (no unit)
Dominant energy from barrier top at 300 K: -0.0267 eV
Dominant energy from barrier top at 250 K: -0.0581 eV
Classical hop rate, one direction, 300 K: 1.351e+10 1/s
Bell hop rate, one direction, 300 K: 5.407e+10 1/s
Tunnelling exponent at V0/4, parabola: 7.365 (no unit)
Tunnelling exponent at V0/4, cosine: 8.402 (no unit)
Neglected effects (rate factors at 300 K unless stated):
Finite floor: 0.885
Cosine shape with flat leads: 0.813
Classical anharmonic well: 0.962
Quantized harmonic well: 2.383
Well zero-point energy: 0.0640 eV
Kappa at Tc, floor at zero-point level: 6.680 (no unit)
Assumed transverse quanta, well and saddle: 0.12 and 0.15 eV
Two stiffened transverse modes: 0.483
Assumed friction rate: 5.0e+12 1/s
Barrier growth rate with/without friction: 0.9872
Assumed host mass: 52 u; shift per hop length: 0.05
Added effective mass: 0.130 u
Tc with host motion: 222.4 K
```
